# Subthreshold Swing with Interface Traps and No Depletion Capacitance

## Problem

An n-channel transistor has a high-permittivity gate insulator with an equivalent oxide thickness \(t=1\) nm. The interface between insulator and channel carries electron traps, spread uniformly in energy over the gap with density \(D=10^{12}\) per cm² per eV. The temperature is 300 K.

The channel is a thin, undoped, fully depleted layer with negligible coupling to anything behind it, so there is no depletion capacitance. The drain bias is small and the mobility is constant. The gate voltage is swept slowly enough for the traps to remain in equilibrium with the channel electrons.

The subthreshold swing \(S\) is the increase in gate voltage that multiplies the drain current by ten, well below threshold.

(a) Find the swing in the absence of traps.

(b) Find the capacitance per area that represents the filling of the traps.

(c) Derive the swing with traps and evaluate it for the given data. How many traps are filled during one decade of current?

(d) How is the swing related to the gate capacitance measured in a slow sweep below threshold?

(e) What changes if the traps cannot follow the sweep, if their density is ten times larger, or if the drain bias is not small?

(f) How accurately must the swing and the temperature be known if the trap density is to be inferred from the swing?

## Solution

### Conventions

Let \(\psi\) be the height of the Fermi level above midgap at the interface, expressed in volts. A more positive gate voltage lowers the electron energy levels relative to the Fermi level and therefore raises \(\psi\). The thermal voltage is

\[
\phi_T=\frac{kT}{q}=25.852\ \text{mV},
\]

where \(q>0\) is the elementary charge. Energies \(\varepsilon\) are measured from midgap in electronvolts. An electron moved through one volt changes its energy by one electronvolt, so \(\psi\) in volts and \(\varepsilon\) in electronvolts can be compared as numbers. The probability that a state at \(\varepsilon\) is occupied is

\[
f(\varepsilon)=\frac{1}{1+e^{(\varepsilon-\psi)/\phi_T}} .
\]

Spin degeneracy of a trap level would multiply the exponential by a constant. That is equivalent to a fixed shift of the trap energies, which has no effect on a uniform distribution away from its edges.

### (a) The swing without traps

At small drain bias the channel is close to equilibrium along its whole length. The current is then proportional to the mobility, the drain bias and the electron density per area \(n\). The first two are fixed, so a tenfold current requires a tenfold \(n\).

For a thin layer, take a conduction band with a constant density of states \(D_b\) per area and energy, starting at \(\varepsilon=E_g/2\), where \(E_g\) is the gap in electronvolts. Then

\[
n=D_b\int_{E_g/2}^{\infty} f(\varepsilon)\,d\varepsilon
=D_b\,\phi_T\ln\!\left[1+e^{(\psi-E_g/2)/\phi_T}\right].
\]

Below threshold the Fermi level lies many \(\phi_T\) under the band edge. The exponential is small, and \(\ln(1+x)\approx x\) gives

\[
n\approx D_b\,\phi_T\,e^{(\psi-E_g/2)/\phi_T}.
\]

If \(\psi\) rises by \(\Delta\psi\), the density is multiplied by \(e^{\Delta\psi/\phi_T}\). Setting this factor equal to ten gives

\[
\Delta\psi=\phi_T\ln 10=2.3026\times 25.852\ \text{mV}=59.53\ \text{mV}.
\]

It remains to relate \(\Delta\psi\) to the gate voltage. The gate voltage is divided between the channel potential and the voltage \(V_{ox}\) across the insulator:

\[
V_G=V_0+\psi+V_{ox}.
\]

The constant \(V_0\) contains the work-function difference and does not affect a slope. By Gauss's law, \(V_{ox}\) changes only if the charge on the channel side of the insulator changes. Without traps or ionized dopants, the only variable charge is that of the mobile electrons, which is negligible far below threshold. Hence \(V_{ox}\) stays constant, the channel potential follows the gate one to one, and

\[
S_0=\phi_T\ln10=59.5\ \text{mV per decade}.
\]

This value is set by the thermal tail of the electron distribution. A thinner insulator cannot reduce it, because the insulator already takes up none of the voltage change.

### (b) The trap capacitance

The number of electrons held by traps per area is

\[
N_{it}(\psi)=D\int_{-E_g/2}^{E_g/2} f(\varepsilon)\,d\varepsilon .
\]

Since \(f\) depends on \(\varepsilon-\psi\) alone, \(\partial f/\partial\psi=-\partial f/\partial\varepsilon\). The derivative of the trapped number is therefore

\[
\frac{dN_{it}}{d\psi}
=-D\int_{-E_g/2}^{E_g/2}\frac{\partial f}{\partial\varepsilon}\,d\varepsilon
=D\left[f(-E_g/2)-f(E_g/2)\right].
\]

With the Fermi level far from both edges, states at the lower edge are full and those at the upper edge are empty. The bracket is then close to one, and

\[
\frac{dN_{it}}{d\psi}\approx D .
\]

The boundary between filled and empty traps is smeared over a few \(\phi_T\), but this smeared profile moves rigidly with \(\psi\). In a uniform distribution, the number of newly filled traps is thus the same as for a sharp boundary.

Each captured electron changes the interface charge by \(-q\). This holds for acceptor-like traps, which go from neutral to negative, and for donor-like traps, which go from positive to neutral. The two types differ by a constant charge, which shifts the current curve along the gate-voltage axis without changing its slope.

The trap capacitance is the magnitude of the charge change per volt:

\[
C_{it}=q\frac{dN_{it}}{d\psi}=qD .
\]

Here \(D\) is counted per electronvolt. If it is counted per joule, the same capacitance reads \(q^2D\), because one joule contains \(1/(1.6022\times10^{-19})\) electronvolts, so the density per joule is larger by this numerical factor. For the given density,

\[
C_{it}=(1.6022\times10^{-19})(10^{12})\ \text{F/cm}^2
=0.1602\ \mu\text{F/cm}^2 .
\]

### (c) The swing with traps

The equivalent oxide thickness is the thickness of a layer of relative permittivity 3.9 that has the same capacitance per area as the real insulator. It is taken here to describe the complete insulating stack. Hence

\[
C_{ox}=\frac{3.9\,\varepsilon_0}{t}
=\frac{3.9\times 8.8542\times10^{-12}\ \text{F/m}}{10^{-9}\ \text{m}}
=3.453\times10^{-2}\ \text{F/m}^2 .
\]

Since \(1\ \text{F/m}^2=100\ \mu\text{F/cm}^2\), this is \(C_{ox}=3.453\ \mu\text{F/cm}^2\).

When \(\psi\) rises by \(\Delta\psi\), the interface charge changes by \(-C_{it}\Delta\psi\). The gate must acquire the opposite charge, \(+C_{it}\Delta\psi\). The voltage across the insulator therefore increases by

\[
\Delta V_{ox}=\frac{C_{it}}{C_{ox}}\,\Delta\psi .
\]

The sign is positive: filling the traps with electrons opposes the action of the gate, and additional gate voltage is needed to compensate. Adding the two parts gives

\[
\Delta V_G=\Delta\psi+\Delta V_{ox}
=\Delta\psi\left(1+\frac{C_{it}}{C_{ox}}\right).
\]

The traps do not alter the relation between \(n\) and \(\psi\), so a decade of current still requires \(\Delta\psi=\phi_T\ln10\). The swing is

\[
\boxed{S=\phi_T\ln10\left(1+\frac{C_{it}}{C_{ox}}\right)
=\phi_T\ln10\left(1+\frac{qD\,t}{3.9\,\varepsilon_0}\right)}
\]

The capacitance ratio is \(0.1602/3.453=0.0464\), and therefore

\[
S=59.53\ \text{mV}\times1.0464=62.3\ \text{mV per decade}.
\]

The number of traps filled in one decade follows from the rise of the Fermi level:

\[
\Delta N_{it}=D\,\Delta\psi
=10^{12}\times0.05953\ \text{cm}^{-2}
=5.95\times10^{10}\ \text{cm}^{-2}.
\]

Their charge accounts for the extra gate voltage:

\[
\Delta V_{ox}=\frac{q\,\Delta N_{it}}{C_{ox}}
=\frac{(1.6022\times10^{-19})(5.953\times10^{10})}{3.453\times10^{-6}}\ \text{V}
=2.76\ \text{mV}.
\]

Of the 62.3 mV applied to the gate, 59.5 mV moves the channel potential and 2.8 mV supports the field that ends on the newly trapped charge.

**Size of the neglected terms.** For a numerical check, take the round model values \(E_g=1.1\) eV and \(D_b=10^{14}\) per cm² per eV, and start the decade at \(\psi=0.15\) V. It ends at \(\psi=0.2095\) V, which is \(0.3405\) V below the band edge, or about \(13\,\phi_T\). The exponential \(e^{(\psi-E_g/2)/\phi_T}\) is then about \(2\times10^{-6}\). This is the relative size of the upper-edge correction to \(C_{it}\), and it also sets the error of the approximation \(\ln(1+x)\approx x\).

The mobile density at the end of the decade is about \(10^{14}\times0.02585\times2\times10^{-6}\approx5\times10^6\) cm\(^{-2}\), some ten thousand times smaller than the number of newly filled traps. Its charge adds about 0.0002 mV to the gate step.

The numerical output at the end gives the gate step obtained from the full Fermi integrals and the charge balance with mobile electrons included. It was tested against the boxed formula for three trap densities, and the two agree within 0.001 mV per decade. This confirms the approximations within the model; it does not make the model a description of every transistor.

### (d) Relation to the measured gate capacitance

A slow measurement of the gate capacitance below threshold determines \(C_G=dQ_G/dV_G\), where \(Q_G\) is the gate charge per area. With negligible mobile charge, the results of part (c) give

\[
dQ_G=C_{it}\,d\psi,\qquad
dV_G=\left(1+\frac{C_{it}}{C_{ox}}\right)d\psi .
\]

Dividing the first by the second,

\[
C_G=\frac{C_{it}}{1+C_{it}/C_{ox}}
=\frac{C_{it}C_{ox}}{C_{ox}+C_{it}} .
\]

This is the series combination of the insulator and trap capacitances. For \(C_{it}\ll C_{ox}\) it is close to \(C_{it}\) itself, so in this device the slow capacitance below threshold is a direct signal of the traps. For \(C_{it}\gg C_{ox}\) it approaches \(C_{ox}\): the traps then screen the channel, and the gate hardly moves \(\psi\).

The fraction of a gate-voltage change that reaches the channel is

\[
\frac{d\psi}{dV_G}=\frac{C_{ox}}{C_{ox}+C_{it}}
=1-\frac{C_{it}}{C_{ox}+C_{it}}
=1-\frac{C_G}{C_{ox}} .
\]

Since \(S=\phi_T\ln10\,/\,(d\psi/dV_G)\), the swing can be written in terms of measured capacitances:

\[
S=\frac{\phi_T\ln10}{1-C_G/C_{ox}} .
\]

The current and capacitance measurements can thus check each other. The comparison requires that the traps follow both measurements and that parasitic capacitance has been subtracted from \(C_G\). In a real insulator this thin, gate leakage must also be small against the displacement current of the slow sweep, or be corrected for.

### (e) Three changes of conditions

**Traps that cannot follow.** If the sweep is much faster than capture and emission, the trap occupation stays fixed. Then \(\Delta N_{it}=0\), the insulator voltage does not change, and the swing returns to 59.5 mV per decade. The frozen charge still shifts the whole current curve along the voltage axis. A swing near the thermal value in a fast sweep is therefore no evidence that traps are absent. At intermediate rates the rising and falling sweeps differ, and the swing need not lie between the two limits: capture becomes faster as \(n\) grows, so traps that lagged earlier in a rising sweep catch up later and can push the local swing above the slow value.

**Ten times more traps.** For \(D=10^{13}\) per cm² per eV the capacitance ratio is 0.464, and

\[
S=59.53\ \text{mV}\times1.464=87.1\ \text{mV per decade}.
\]

The excess over the thermal value is ten times larger, although the swing itself is far from ten times larger. The excess is proportional to the product \(Dt\). Reducing the equivalent thickness therefore makes the swing less sensitive to a given trap density. If a change of insulator reduces \(t\) but raises \(D\) by the same factor, the swing gains nothing.

**A larger drain bias.** In a long channel, let \(V\) be the local electron quasi-Fermi potential, which runs from 0 at the source to \(V_D\) at the drain. Assume that the traps exchange electrons with the conduction band alone, so that their occupation follows this local quasi-Fermi level. The electron and trap densities then depend on \(u=\psi_c-V\), where \(\psi_c\) is the local channel potential, defined to equal \(\psi\) at the source. The charge balance of part (c) becomes

\[
V_G=\text{const}+\psi_c+\frac{C_{it}}{C_{ox}}\,u .
\]

Substituting \(\psi_c=u+V\) and writing \(m=1+C_{it}/C_{ox}\),

\[
V_G-V=\text{const}+m\,u .
\]

Since \(n\propto e^{u/\phi_T}\), it follows that \(n\propto e^{(V_G-V)/(m\phi_T)}\). In the drift-diffusion description the current is proportional to the integral of \(n\) over \(V\):

\[
I\propto\int_0^{V_D}e^{(V_G-V)/(m\phi_T)}\,dV
=m\phi_T\,e^{V_G/(m\phi_T)}\left[1-e^{-V_D/(m\phi_T)}\right].
\]

At fixed \(V_D\) the bracket is constant. A tenfold current again requires \(\Delta V_G=m\phi_T\ln10\), the same swing as before. The derivation fails in a short channel, where the drain field acts directly on the barrier. It also requires a uniform trap density over the values of \(u\) reached while \(V\) runs from 0 to several \(m\phi_T\), where nearly all of the integral arises. This is a wider energy range below the source Fermi level than a small drain bias samples. In position it covers almost the whole channel: the current is the same everywhere, so for \(V_D\gg m\phi_T\) the fraction of the length at which the potential \(V\) is reached is \(1-e^{-V/(m\phi_T)}\), or 95 % at \(V=3m\phi_T\). In the short remainder next to the drain the electron density is too small for the traps there to have much effect. Traps that exchange charge with holes need a separate treatment.

### (f) Inferring the trap density from the swing

Solving the boxed formula for \(D\) gives

\[
D=\frac{C_{ox}}{q}\left(\frac{S}{\phi_T\ln10}-1\right).
\]

The trap density comes from a small difference between the measured swing and the thermal value. For the given insulator, \(10^{12}\) traps per cm² per eV correspond to 2.76 mV per decade. An error of 1 mV per decade in \(S\) therefore shifts the inferred density by

\[
\frac{1}{2.76}\times10^{12}\approx3.6\times10^{11}\ \text{per cm}^2\text{ per eV},
\]

which is 36 % of the density sought. The swing must also be read far enough below threshold. The mobile electrons add a capacitance \(qn/\phi_T\) to \(C_{it}\), which reaches 36 % of \(qD\), and so adds 1 mV per decade, when \(n\approx0.36\,D\phi_T\), just under \(10^{10}\) cm\(^{-2}\).

Temperature matters in the same way. At fixed \(D\) the swing is proportional to \(T\), with a slope of \(62.3/300\approx0.21\) mV per decade per kelvin. If the channel is 5 K warmer than the assumed 300 K, the swing is larger by about 1.0 mV per decade. Interpreted at 300 K, this would appear as nearly \(4\times10^{11}\) additional traps per cm² per eV.

Depletion charge produces a similar ambiguity. In an acceptor-doped channel that is not yet fully depleted, raising \(\psi\) also uncovers ionized acceptors, which adds a negative charge \(-C_d\Delta\psi\), where \(C_d\) is the depletion capacitance per area. The charge balance then contains the sum of both responses. If \(n\) is still taken as proportional to \(e^{\psi/\phi_T}\), the swing is approximately

\[
S\approx\phi_T\ln10\left(1+\frac{C_d+C_{it}}{C_{ox}}\right).
\]

The proportionality is not exact here. The field at the interface grows with \(\psi\) and presses the electrons into a thinner layer, so \(n\) rises slightly more slowly than the exponential. In a classical estimate for uniform doping, the layer thickness is inversely proportional to the interface field, and this field grows as the square root of the band bending \(\psi_s\). The potential step per decade is then larger by a fraction of about \(\phi_T/(2\psi_s)\). For \(\psi_s=0.6\) V this is 2 %, or somewhat more than 1 mV per decade, which is not negligible when a small trap density is sought. Quantum confinement of the electrons in the thin layer makes the correction larger still. Even with this correction made, a single swing gives only the sum \(C_d+C_{it}\) and cannot separate the two. The value of 62.3 mV per decade belongs to the case \(C_d=0\); for the same traps and insulator, a channel whose depletion region still grows with \(\psi\) has a larger swing.

Finally, if \(D\) varies with energy, the derivative in part (b) becomes

\[
\frac{dN_{it}}{d\psi}=\int D(\varepsilon)\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\]

The weight \(-\partial f/\partial\varepsilon\) is a peak a few \(\phi_T\) wide, centred at the Fermi level. The local swing then measures the trap density averaged with this weight. Traps many \(\phi_T\) away from the Fermi level contribute little, unless their density is very much larger than the density near it.

## Computed results

```
Temperature: 300 K
Equivalent oxide thickness: 1.0 nm
Reference relative permittivity: 3.9
Vacuum permittivity: 8.8542e-12 F/m
Elementary charge: 1.6022e-19 C
Trap density: 1.0e+12 per cm^2 per eV
Model gap: 1.1 eV
Model band density of states: 1.0e+14 per cm^2 per eV
Starting Fermi level above midgap: 0.15 eV
Thermal voltage kT/q: 25.852 mV
ln(10): 2.3026
Gate capacitance C_ox: 3.4531 uF/cm^2
Trap capacitance C_it, formula: 0.1602 uF/cm^2
Trap capacitance, numerical: 0.1602 uF/cm^2
Ratio C_it/C_ox: 0.04640 (no unit)
Channel potential step per decade: 59.526 mV
Traps filled per decade: 5.953e+10 per cm^2
Insulator voltage step per decade: 2.762 mV
Total gate step per decade: 62.289 mV
Swing comparison, numerical and formula:
  D = 0.0e+00 per cm^2 per eV: 59.527 and 59.526 mV/decade
  D = 1.0e+12 per cm^2 per eV: 62.289 and 62.288 mV/decade
  D = 1.0e+13 per cm^2 per eV: 87.146 and 87.145 mV/decade
```
